# What a truncated bulk Wannier Hamiltonian says about surface bands

**Q.** I have a Wannier Hamiltonian that reproduces the bulk bands of a crystal. To get the surface bands I delete every hopping that crosses the surface plane and diagonalize the resulting slab. The bulk bands are right, so I take the surface bands to be right too.

**A.** Deleting hoppings removes orbitals from the basis. It does not remove the potential of the atoms that are gone. Write the slab Hamiltonian as

$$H_{\rm slab}=H_{\rm bulk}+\Delta V ,$$

where $\Delta V$ is the change of potential on making the surface. In the Wannier functions $w_i$ of the cells that remain,

$$\langle w_i|H_{\rm slab}|w_j\rangle=\langle w_i|H_{\rm bulk}|w_j\rangle+S_{ij},\qquad S_{ij}=\langle w_i|\Delta V|w_j\rangle .$$

Your truncated model is the first term. The outermost orbital still feels the atoms on the vacuum side.

**Q.** Those are tails of distant atoms. Surely they only shift things a little?

**A.** The shift has to be compared with the hopping, which can be smaller still. Consider one isolated band. For any normalized vector $c$, the function $\psi=\sum_j c_jw_j$ lies in the space of that band, so

$$\sum_{ij}c_i^*\langle w_i|H_{\rm bulk}|w_j\rangle c_j=\langle\psi|H_{\rm bulk}|\psi\rangle$$

lies between the bottom and the top of the bulk band. The truncated one-band model therefore cannot have a level outside the band.

Now add a shift $U$ on the end site of a chain with on-site energy $\varepsilon$ and nearest-neighbour hopping $t$. Put $\psi_n=\mu^{n-1}$ with $|\mu|<1$. An inner site and the end site give

$$E-\varepsilon=t\left(\mu+\frac1\mu\right),\qquad E-\varepsilon-U=t\mu .$$

Subtracting gives $U=t/\mu$, so $\mu=t/U$ and

$$E=\varepsilon+U+\frac{t^2}{U},\qquad |U|>|t| .$$

A surface state appears as soon as the missing shift exceeds the hopping.

**Q.** Does that happen when the potential is given in real space, rather than put in by hand as $U$?

**A.** Take an electron in one dimension with a well

$$-2\exp\!\left[-\frac{\sqrt{x^2+1}-1}{1.5}\right]\ \text{hartree}$$

at every lattice point, $x$ in bohr from the well centre, spacing 6 bohr. The bulk is a ring of 16 wells. The slab keeps 8 adjacent wells and removes the others. I diagonalized both on a Fourier grid. Wannier functions of the lowest band came from projecting one Gaussian per well onto that band and orthonormalizing symmetrically.

The band runs from $-1.7005$ to $-1.6866$ hartree. The Wannier on-site energy is $\varepsilon=-1.6937$ and the hopping is $t=-0.0035$ hartree. The missing shift in the end cell is $U=0.0811$ hartree, positive because an attractive neighbour has gone, and much larger than $|t|$. In the next cell it is 0.0015 hartree. The highest of the eight slab levels derived from this band is:

- real slab: $-1.6160$ hartree;
- truncated model: $-1.6871$ hartree;
- truncated model plus $S$: $-1.6124$ hartree.

The real slab has two levels above the bulk band, one for each end, and the truncated model has none. The highest level has 99.5% of its density in the two end cells. The truncation error is 0.071 hartree, or 1.93 eV, about five times the width of the band. The chain formula gives

$$-1.6937+0.0811+\frac{(0.0035)^2}{0.0811}\approx-1.6125\ \text{hartree}.$$

**Q.** The corrected model is still off by 0.0036 hartree.

**A.** It uses only lowest-band functions of the retained cells, so by the variational principle its levels lie at or above the true ones. Adding the second-band Wannier functions of the retained cells cuts the error to 0.0005 hartree, while the lowest-band functions of the removed cells change it by less than 0.0001 hartree. My $\Delta V$ is also simple: it removes wells and nothing else, and its size depends strongly on how far their tails reach. With the range 1.5 bohr replaced by 0.8 bohr the truncation error falls to 0.003 hartree, and at 0.6 bohr $U=0.0008$ hartree is below $|t|=0.0009$ hartree and no level leaves the band. At a real surface the charge rearranges and the atoms relax, which changes $S$ further.

**Q.** In one band truncation misses a state. My models have several bands, and truncation does give surface states in the gap. Those at least should be real.

**A.** Consider a stack of cells $n=1,2,\dots$ counted inward, with orbitals $A$ and $B$ at energies $+g$ and $-g$. The hopping is $v>0$ within a cell and $w>0$ from $B_n$ to $A_{n+1}$. Both $g$ and $v$ may depend on the surface momentum. Let the surface term be a shift $U$ on $A_1$. With $a_n=a\lambda^{n-1}$, $b_n=b\lambda^{n-1}$ and $|\lambda|<1$,

$$(E-g)a=vb+\frac{w}{\lambda}b,\qquad (E+g)b=(v+w\lambda)a,\qquad (E-g-U)a=vb .$$

The last equation is for $A_1$, which has no neighbour outside. Subtracting it from the first gives $b/a=U\lambda/w$. Put this into the last equation:

$$E=g+U\left(1+\frac{v\lambda}{w}\right).$$

Put both results into the second equation and multiply by $w^2$:

$$F(\lambda)\equiv U^2v\lambda^2+w(U^2+2gU-w^2)\lambda-vw^2=0 .$$

For $U=0$ this gives $\lambda=-v/w$ and $E=g$. That is your truncated surface state, present for $v<w$.

**Q.** And turning on $U$ just moves it?

**A.** It moves it, and then removes it. Multiplying the two bulk equations gives

$$E^2=g^2+v^2+w^2+vw\left(\lambda+\frac1\lambda\right).$$

With $\lambda=e^{ik}$ these are the bulk bands, whose gap edges are at $\pm E_e$, reached at $\lambda=-1$, with

$$E_e^2=g^2+(w-v)^2 .$$

A state in the gap has $\lambda+1/\lambda<-2$, so $-1<\lambda<0$. For $U\neq0$ the product of the roots of $F$ is $-w^2/U^2$, so exactly one root is negative. The parabola opens upward and $F(0)<0$. The negative root therefore lies above $-1$ if and only if

$$F(-1)=-(w-v)U^2-2gwU+w^2(w-v)>0 .$$

The zeros of this expression in $U$ are

$$U_\pm=\frac{w(\pm E_e-g)}{w-v}.$$

For $v<w$ the gap state exists when $U_-<U<U_+$. For $v>w$ the sign of the $U^2$ term is reversed: truncation gives no state, but one appears for $U<U_+$ or $U>U_-$. So the surface term can remove a state or create one.

**Q.** How large must $U$ be in practice?

**A.** That depends on how close the level is to a band edge. From here on I set $w=1$ and take

$$g=\cos k_y-\cos k_x+d,\qquad v=2-\cos k_x-\cos k_y .$$

For $d=1.5$ the bulk is gapped at every momentum, with $E_e\ge0.35$. At $k_x=0$, $k_y=\pi/3$ one has $g=1$ and $v=0.5$, so

$$E_e=\sqrt{1+0.25}=1.118,\qquad U_+=\frac{1.118-1}{0.5}=0.236,\qquad U_-=\frac{-1.118-1}{0.5}=-4.236 .$$

Truncation puts the level at 1. With $U=0.1$ the root is $\lambda=-0.630$ and

$$E=1+0.1\,(1-0.5\times0.630)=1.0685 .$$

Beyond $U=0.236$, less than a quarter of the hopping $w$, the level has left the gap. The bulk never changed.

**Q.** Fine, those states are unprotected. I mainly use this for Weyl semimetals. Fermi arcs are topological, so their shape must come from the bulk.

**A.** Their ends do, if the Fermi level is at the nodes. Take it there, at $E=0$. Setting $E=0$ in the second equation, with $b/a=U\lambda/w$, gives

$$\frac{gU\lambda}{w}=v+w\lambda\quad\Rightarrow\quad\lambda=-\frac{vw}{w^2-gU}.$$

The formula for $E$ then becomes

$$0=g+U-\frac{Uv^2}{w^2-gU}.$$

Multiply by $w^2-gU$ and expand:

$$g(w^2-U^2)+U(w^2-v^2-g^2)=0,\qquad vw<|w^2-gU| ,$$

the inequality being $|\lambda|<1$. The bulk gap closes where $g=0$ and $v=w$, and this point satisfies the arc equation for every $U$. Between such points the curve depends on $U$.

Take $d=0.2$. The nodes obey $\cos k_x+\cos k_y=1$ and $\cos k_x-\cos k_y=0.2$, so $\cos k_x=0.6$ and $\cos k_y=0.4$. There are four: $k_x=\pm0.927$, $k_y=\pm1.159$. At $U=0$ the arcs are $\cos k_y=\cos k_x-0.2$. One joins the two upper nodes, the other the two lower ones, and on $k_x=0$ they pass through $k_y=\pm0.644$.

For $U=-0.1$ on $k_x=0$, write $c=1-\cos k_y$. Then $g=0.2-c$, $v=c$, and the arc equation becomes

$$0.2c^2-1.03c+0.102=0\quad\Rightarrow\quad c=0.101,\quad k_y=\pm0.453 .$$

The arc has moved by 0.19 at its middle. At $k_x=0.9$, near a node, solving the same equation numerically moves it only from $k_y=1.136$ to 1.124.

**Q.** So the arcs bend, but they still join the same nodes.

**A.** Not for every $U$. Near the zone centre $v$ is of second order in momentum, and so is $\lambda$, because $F=0$ makes $\lambda$ proportional to $v$ when $v$ is small. Hence $v\lambda$ is of fourth order, and

$$E=d+U+\tfrac12(k_x^2-k_y^2)+O(k^4).$$

This is a saddle. For $d+U$ small and positive the line $E=0$ crosses the axis $k_x=0$. For $d+U$ small and negative it crosses $k_y=0$. (At much larger shifts the arcs reconnect again through the zone boundary: at $U=4.5$ they cross $k_y=\pi$, and at $U=-4.5$ they cross $k_x=\pi$.) The arcs change partners at $U=-d=-0.2$.

Diagonalizing slabs of 40 cells along the two axes and counting crossings of the Fermi level by bands of the upper surface gives:

- $U=0$ and $U=-0.19$: two on $k_x=0$, none on $k_y=0$;
- $U=-0.21$ and $U=-0.40$: none on $k_x=0$, two on $k_y=0$.

At $U=-0.4$ on $k_y=0$, put $c=1-\cos k_x$, so that $g=0.2+c$ and $v=c$. The arc equation becomes $0.8c^2+c-0.216=0$, with $c=0.188$ and $k_x=\pm0.623$. The arcs now join left with left and right with right. A truncated model would have shown the other pairing.

**Q.** Then even the number of crossings is not topological. What is left?

**A.** For a surface term that respects no particular symmetry, the signed number. Follow a closed path in the surface zone, with parameter $\theta$, along which the bulk has a gap at the Fermi level. Let $N$ be the number of upward crossings minus the number of downward ones for one surface's bands. On both axes above, the two crossings have opposite signs, so $N=0$ before and after the reconnection.

**Q.** Why should the surface potential be unable to change $N$?

**A.** Take a thick slab. Let $\rho(\theta)$ project onto its states below the Fermi level, let $\Theta$ project onto the half containing the surface of interest, and let $Q={\rm Tr}\,\Theta\rho$ be the occupied charge there. An upward crossing at this surface lowers $Q$ by 1 and a downward one raises it by 1. If a level of the far surface reaches the Fermi level at the same $\theta$ as one of this surface, the two mix across the slab. This happens in the truncated model above, where the two levels are $g$ and $-g$. A small shift of the outermost orbital at the far surface separates the crossings and leaves this surface's bands unchanged, so assume that has been done. Crossings at the far surface then change $Q$ by an amount exponentially small in the thickness. The jumps add up to $-N$.

Between jumps $\rho$ is smooth. From $\rho^2=\rho$ follows $\rho'=\rho'\rho+\rho\rho'$, and multiplying by $\rho$ on both sides gives $\rho\rho'\rho=0$. With $K=[\rho',\rho]$ therefore

$$[K,\rho]=\rho'\rho-2\rho\rho'\rho+\rho\rho'=\rho' .$$

Using the cyclic property of the trace,

$$\frac{dQ}{d\theta}={\rm Tr}\,\Theta[K,\rho]={\rm Tr}\,K[\rho,\Theta].$$

The commutator $[\rho,\Theta]$ lives at the middle plane, because $\rho$ has short range in a gapped bulk. There $\rho$ and $K$ have their bulk values, whatever the surface term is. The smooth part of the change is thus charge flowing through the bulk.

That flow is measured by the Wannier centre of the occupied band, in cells inward,

$$\bar n(\theta)=\frac1{2\pi}\int_0^{2\pi}dk\; i\langle u_k|\partial_ku_k\rangle .$$

It is defined up to an integer, so following it continuously around the path gives an integer change $P$. Moving one electron per cell inward by $P$ cells carries $P$ electrons through the middle plane, and $Q$ changes smoothly by $-P$. After a full circuit $Q$ must return to its initial value:

$$-P-N=0\quad\Rightarrow\quad N=-P .$$

For more occupied bands, $P$ is the sum over their centres. The truncated model is the case $S=0$, so it gives the correct $N$.

**Q.** Show me a path where $N$ is not zero.

**A.** Go counterclockwise around the node at $(0.927,1.159)$. Near it,

$$\delta g=\sin k_x\,\delta k_x-\sin k_y\,\delta k_y,\qquad \delta v=\sin k_x\,\delta k_x+\sin k_y\,\delta k_y .$$

The determinant of this map is $2\sin k_x\sin k_y>0$, so the path is also counterclockwise in the $(g,v)$ plane. The part with $v<w$ is traversed from $g<0$ to $g>0$. The truncated level $E=g$ rises through zero once there, and $N=1$. At the node $(-0.927,1.159)$ the determinant is negative and $N=-1$.

On a circle of radius 0.5 about the first node, the Wannier centre computed from overlaps of neighbouring Bloch states gives $P=-1$, as required. I then changed the surface of a 40-cell slab, following the circle in 240 steps:

- $U=0$ or $-0.4$: one crossing, $N=1$.
- An extra surface orbital with energy $0.8\cos2\theta$, coupled to $A_1$ by 0.2: three crossings, $N=1$.
- Six random surface terms, periodic in $\theta$, acting on an extra orbital and the two outer cells: 1, 3, 5, 5, 1 and 1 crossings, $N=1$ each time.

The raw number exceeds $|N|$ by an even number, since every surplus upward crossing needs a downward one.

**Q.** When would even $N$ fail me?

**A.** When an assumption of the argument fails. If the path meets a node projection, the bulk gap closes and $\rho$ is no longer short-ranged. If the surface term does not decay before the middle of the slab, the flow there is not the bulk flow. If the surface has a larger period than the bulk planes, the original surface momentum no longer labels the states, and the path must be redrawn in the smaller zone. If the Wannier model misplaces the bulk nodes or the Fermi level, $P$ itself may be wrong.

**Q.** So what may I still read from my truncated slab?

**A.** The value of $N$ on each gapped path, and hence that at least $|N|$ bands of that surface cross the Fermi level there. If the real surface keeps a symmetry of the bulk, further counts can be protected: at the edge of a time-reversal-symmetric $Z_2$ insulator $N=0$, yet the parity of the crossings in half the zone survives any time-reversal-symmetric surface term. For energies, velocities, arc shapes and pairings you need $S$. Take the matrix elements of the outer layers from a slab calculation thick enough to have a bulk-like middle, include any orbitals that exist only at the surface, and align the middle layers with the bulk model.
